\section*{Donor binding in a one-band effective-mass model: a tutorial sheet}

\section{Problem}

A simple substitutional donor in a semiconductor has one valence electron more than the host atom it replaces. Seen from outside its core, it is a fixed charge $+1$ that can bind one electron. Take a conduction band with a single isotropic mass $m=0.26$ electron masses and a host of relative permittivity $\varepsilon=11.7$. Formulas are in Hartree atomic units ($\hbar=e=m_e=1$), and energies are counted from the band bottom. The binding energy $E_b$ is minus the ground-state energy.

\begin{enumerate}
\item Show that a potential which varies slowly on the lattice scale leads to an equation for an envelope function $F$, and write it for the donor.
\item Find the lowest energy and its wave function, and prove that no state lies lower.
\item Evaluate the binding energy in meV and the radius in nm. Is a continuum description reasonable at that size?
\item In silicon each conduction valley has two light directions and one heavy one, with roughly $m_t=0.19$ and $m_l=0.92$. How does this change the binding?
\item Estimate the effects of incomplete screening near the ion and of screening by free electrons, for $10^{16}$ donors per cm$^3$ at 300 K. Compare the result with phosphorus in silicon, whose measured binding energy is roughly 45 meV.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Expand the state in Bloch functions of one band, with $\mathbf k$ measured from the band minimum. Ask which Fourier components of the potential matter.
\item Consider the integral of $|\nabla F+\kappa\hat{\mathbf r}F|^2$, which cannot be negative, and choose $\kappa$ so that the Coulomb energy appears.
\item Compare the radius with the lattice constant, roughly 0.543 nm. The silicon cubic cell holds eight atoms.
\item First use a spherical trial function. Then let it become an ellipsoid, and rescale the coordinates to make it spherical again.
\item Both effects need the mean of $e^{-r/\lambda}/r$ in the ground state.
\end{enumerate}

\section{Solution}

\subsection{The envelope equation}

Write the state as $\psi=\sum_{\mathbf k}c_{\mathbf k}\phi_{\mathbf k}$, where $\phi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$ are normalized Bloch functions of one band. Projecting the Schr\"odinger equation on $\phi_{\mathbf k}$ gives
\begin{equation}
E(\mathbf k)c_{\mathbf k}+\sum_{\mathbf k'}\langle\phi_{\mathbf k}|V|\phi_{\mathbf k'}\rangle c_{\mathbf k'}=E\,c_{\mathbf k}.
\end{equation}
If only small $\mathbf k$ contribute, then $E(\mathbf k)\approx k^2/(2m)$ and $u^*_{\mathbf k}u_{\mathbf k'}\approx|u_0|^2$. The function $|u_0|^2$ is lattice periodic. Its average, fixed by normalization, couples $\mathbf k'$ to $\mathbf k$ through the Fourier component $V_{\mathbf k-\mathbf k'}$. Its other components bring in $V$ at wave vectors shifted by a reciprocal lattice vector, and these are small when $V$ is slow. With crystal volume $\Omega$, define $F=\Omega^{-1/2}\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Multiplication by $k^2$ becomes $-\nabla^2$, and the sum over $V_{\mathbf k-\mathbf k'}$ becomes the product $VF$. For the screened ion,
\begin{equation}
HF=\left[-\frac{\nabla^2}{2m}-\frac{1}{\varepsilon r}\right]F=EF .
\end{equation}
The lattice now enters through $m$ and $\varepsilon$ alone. The donor's chemical identity has dropped out, so this model gives every singly charged donor in one host the same binding energy.

A one-dimensional example shows the accuracy of the replacement. An electron moves in the lattice potential $0.4\cos(2\pi x/5)$ plus the well $-0.05\,e^{-x^2/(2\cdot30^2)}$, in atomic units. The curvature of the lowest band gives the mass 1.549. Finite-difference solution of the full problem puts the lowest level 0.002915 hartree above the energy of the band bottom lowered by the well depth. The envelope equation gives 0.002927 hartree, an error of 0.4\% relative to the full result. Using the bare mass instead gives 0.003622 hartree, an error of 24\%.

\subsection{The ground state}

Let $F$ be normalized. Expanding the square in the hint,
\begin{align}
0&\le\int|\nabla F+\kappa\hat{\mathbf r}F|^2\,d^3r\nonumber\\
&=\int|\nabla F|^2d^3r+\kappa\int\hat{\mathbf r}\cdot\nabla|F|^2\,d^3r+\kappa^2 .
\end{align}
The middle term arises because $F^*\nabla F+F\nabla F^*=\nabla|F|^2$. Integrate it by parts. The surface term vanishes at infinity for a bound state, and also on a small sphere around the origin, whose area shrinks to zero. Since $\nabla\cdot\hat{\mathbf r}=r^{-2}\,d(r^2)/dr=2/r$,
\begin{equation}
\int\hat{\mathbf r}\cdot\nabla|F|^2\,d^3r=-2\left\langle\frac1r\right\rangle .
\end{equation}
Therefore
\begin{equation}
\int|\nabla F|^2d^3r-2\kappa\left\langle\frac1r\right\rangle\ge-\kappa^2 .
\end{equation}
Divide by $2m$. The first term becomes the kinetic energy, and the second becomes $-(\kappa/m)\langle1/r\rangle$. This is the Coulomb energy if $\kappa=m/\varepsilon$. Hence
\begin{equation}
\langle H\rangle\ge-\frac{\kappa^2}{2m}=-\frac{m}{2\varepsilon^2}.
\end{equation}
Equality requires $\nabla F=-\kappa\hat{\mathbf r}F$: the function has no angular dependence and obeys $dF/dr=-\kappa F$. Its norm follows from $4\pi\int_0^\infty r^2e^{-2\kappa r}dr=\pi/\kappa^3$, so
\begin{equation}
F=\sqrt{\frac{\kappa^3}{\pi}}\,e^{-\kappa r},\qquad E_b=\frac{m}{2\varepsilon^2},\qquad a^*=\frac1\kappa=\frac{\varepsilon}{m}.
\end{equation}
It is indeed an eigenfunction. From $\nabla^2F=(\kappa^2-2\kappa/r)F$, the kinetic operator produces $-\kappa^2/(2m)+\kappa/(mr)$, and the last term cancels $-1/(\varepsilon r)$.

For $m=\varepsilon=1$ this is the hydrogen atom with a fixed nucleus. One factor $1/\varepsilon$ in the energy comes from the weaker attraction, the other from the larger orbit. A light mass gives a wide, weakly bound state, for which the envelope equation is well suited. A heavy mass or weak screening shrinks $a^*$ towards the lattice spacing, where its derivation fails.

\subsection{Numbers}

\begin{align}
E_b&=\frac{0.26}{2(11.7)^2}=9.50\times10^{-4}\ \text{hartree}=25.8\ \text{meV},\\
a^*&=\frac{11.7}{0.26}=45.0\ \text{bohr}=2.38\ \text{nm}.
\end{align}
A sphere of radius $a^*$ in the silicon lattice holds
\begin{equation}
\frac{8}{(0.543\ \text{nm})^3}\,\frac{4\pi}{3}(2.38\ \text{nm})^3\approx2.8\times10^3
\end{equation}
atoms. Over most of the orbit the continuum description is reasonable. It is not justified within a bond length or so of the ion.

\subsection{Anisotropic mass}

Let $z$ be the heavy direction of one valley. The kinetic energy is then
\begin{equation}
T=\frac{1}{2m_t}\int\left(|\partial_xF|^2+|\partial_yF|^2\right)d^3r+\frac{1}{2m_l}\int|\partial_zF|^2d^3r .
\end{equation}
For a spherical $F$, each of the three integrals equals one third of $\int|\nabla F|^2d^3r$. The energy is that of the isotropic problem with
\begin{equation}
\frac1{m_c}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad m_c=\frac{3}{10.53+1.09}=0.258 .
\end{equation}
This conductivity mass is the origin of the rounded value 0.26. The best spherical function binds by $m_c/(2\varepsilon^2)=25.7$ meV. By the variational principle, the true one-valley binding is at least this large.

An ellipsoid does better. Take $F\propto e^{-u}$ with $\mathbf u=(x/a,\,y/a,\,z/b)$ and $b<a$. In the $\mathbf u$ coordinates, with $F$ normalized there, $\int|\nabla_uF|^2d^3u=1$, and each direction contributes one third. Restoring the factors $1/a^2$ and $1/b^2$,
\begin{equation}
T=\frac{2}{2m_t}\,\frac{1}{3a^2}+\frac1{2m_l}\,\frac1{3b^2}
=\frac{1}{3m_ta^2}+\frac{1}{6m_lb^2}.
\end{equation}
With $\mu=u_z/u$, the distance is $r=u\sqrt{a^2-(a^2-b^2)\mu^2}$. Since $\langle1/u\rangle=4\int_0^\infty u\,e^{-2u}du=1$,
\begin{equation}
\left\langle\frac1r\right\rangle=\int_0^1\frac{d\mu}{\sqrt{a^2-(a^2-b^2)\mu^2}}
=\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}} .
\end{equation}
Numerical minimization of $T-\langle1/r\rangle/\varepsilon$ gives $a=2.44$ nm and $b=1.40$ nm, or 46.0 and 26.4 bohr. There the kinetic energy is $1.09\times10^{-3}$ hartree and the potential energy $-2.18\times10^{-3}$ hartree, so the binding is 29.6 meV. The state contracts along $z$ because localization costs less kinetic energy in the heavy direction.

Diagonalization in 42 Gaussians of the form $e^{-\alpha(x^2+y^2)-\beta z^2}$, with a range of widths and shapes, gives 29.65 meV, against 29.61 meV for the ellipsoid. This too is a variational lower bound on the binding. Anisotropy thus adds about 4 meV, or 15\% of the one-band value, with $\varepsilon$ held fixed.

\subsection{Screening near the ion and by free electrons}

Close to the ion the host cannot screen fully. A simple model adds
\begin{equation}
V_c=-\left(1-\frac1\varepsilon\right)\frac{e^{-r/\lambda}}r
\end{equation}
to $-1/(\varepsilon r)$. The total behaves as $-1/r$ near the origin and returns to the screened form for $r\gg\lambda$. In the isotropic ground state,
\begin{equation}
\left\langle\frac{e^{-r/\lambda}}r\right\rangle
=4\kappa^3\int_0^\infty r\,e^{-(2\kappa+1/\lambda)r}dr
=\frac{4\kappa^3}{(2\kappa+1/\lambda)^2}.
\label{yuk}
\end{equation}
Multiplying by $1-1/\varepsilon$ gives a first-order gain in binding of 0.9 meV for $\lambda=0.05$ nm and 3.3 meV for $\lambda=0.10$ nm. For $\lambda\ll a^*$ the first-order gain grows as $\lambda^2$, which explains this sensitivity. First order underestimates the gain, because the unperturbed state is only a trial function for the full potential. Solving the radial equation with $V_c$ included gives 1.3 meV and 9.5 meV for the two lengths.

Silicon has six equivalent valleys, and a donor state can combine them. Let all six have the isotropic envelope found above and weight $1/\sqrt6$, and treat their Bloch functions as plane phases. The mean of $V_c$ is then one sixth of a sum of 36 terms. None exceeds the one-valley value in magnitude, because a phase factor cannot enlarge the integral of a potential of one sign. The first-order gain from $V_c$ is therefore at most six times the one-valley value: 5 meV and 20 meV for the two lengths. The ceilings are not reached. With the valleys 0.85 of the way to the zone boundary, the phases reduce the sums to about 4 meV and 9 meV, and the intervalley terms of $-1/(\varepsilon r)$ add about 0.9 meV. These are ceilings on a first-order estimate, not on the true gain, and the envelope equation itself is unreliable at such distances.

Free electrons act in the opposite sense. In an electrostatic potential $\varphi$, a dilute electron gas of mean density $n$ has density $n\,e^{\varphi/k_BT}\approx n(1+\varphi/k_BT)$. The uniform part is neutralized by the ionized donors, treated as a smooth background. Away from the chosen ion, Poisson's equation becomes
\begin{equation}
\nabla^2\varphi=\frac{4\pi n}{\varepsilon k_BT}\,\varphi\equiv\frac{\varphi}{\lambda_D^2},
\qquad \varphi=\frac{e^{-r/\lambda_D}}{\varepsilon r}.
\end{equation}
For $n=10^{16}$ cm$^{-3}$ at 300 K, $\lambda_D=41$ nm. The linear form requires $\varphi\ll k_BT$, which fails within several nanometres of the ion. The classical factor $e^{\varphi/k_BT}$ cannot be used there either, since it grows without limit at the ion. We keep the linear solution as a rough estimate; it places only about 1\% or less of its screening charge where $\varphi>k_BT$. The electron's potential energy rises by $(1-e^{-r/\lambda_D})/(\varepsilon r)$. With $\langle1/r\rangle=\kappa$ and Eq.~(\ref{yuk}), the first-order loss of binding is
\begin{equation}
\Delta=\frac1\varepsilon\left[\kappa-\frac{4\kappa^3}{(2\kappa+1/\lambda_D)^2}\right]=2.9\ \text{meV}.
\end{equation}
For $\lambda_D\gg a^*$ this tends to $1/(\varepsilon\lambda_D)$, a nearly uniform upward shift across the orbit. The estimate treats the electron gas as static and leaves out its effect on the band edge. A sphere of radius $\lambda_D$ holds only about three free electrons, so a smooth screening cloud and a smooth donor background are crude approximations, and the result indicates only the size of the effect. The mean donor spacing, 46 nm, is far larger than $a^*$, so treating the donors as separate is reasonable here.

\subsection{Comparison with phosphorus in silicon}

The masses and permittivity used here are rough but typical for silicon, and the doping is light. The one-band result lies about 19 meV below the rough measured binding of phosphorus. Anisotropy supplies about 4 meV of this difference. The remaining 15 meV exceeds every core gain computed above and lies below only the 20 meV ceiling. The gain rises steeply with $\lambda$, however: in the isotropic one-valley radial equation, $\lambda\approx0.12$ nm already gives a binding of 45 meV. This makes the core a plausible source but does not establish its contribution. The assumption that fails most clearly is that of a purely screened point charge down to $r=0$. The value 26 meV answers the one-band question and sets the scale of shallow donors in silicon. A calculation for a particular donor needs that donor's own binding energy.

\section{Variation 1: a donor in a junction field}

\emph{At what field does the barrier that holds the electron fall to the donor level? Compare it with a junction field of 0.1 MV/cm.}

Let $F_e$ be the field strength and let the force on the electron point along $+z$. On that axis its potential energy is
\begin{equation}
U(z)=-\frac1{\varepsilon z}-F_ez .
\end{equation}
Setting $U'=1/(\varepsilon z^2)-F_e=0$ gives $z_0=1/\sqrt{\varepsilon F_e}$. The two terms are equal there, so the barrier top is $U(z_0)=-2\sqrt{F_e/\varepsilon}$. Equating it to the unshifted level $-E_b$,
\begin{equation}
F_e=\frac{\varepsilon E_b^2}{4}=\frac{m^2}{16\varepsilon^3}=\frac{E_b}{8a^*} .
\end{equation}
The last form follows from $E_b/a^*=m^2/(2\varepsilon^3)$. In laboratory units,
\begin{equation}
F_e=\frac{25.8\ \text{mV}}{8\times2.38\ \text{nm}}=1.36\ \text{mV/nm}=0.0136\ \text{MV/cm}.
\end{equation}
The junction field is 7.4 times larger, so in this estimate the donor cannot hold its electron there. Because $F_e\propto E_b^2$ at fixed $\varepsilon$, a binding of 45 meV raises the threshold about threefold, to 0.041 MV/cm. The estimate uses the potential on the axis alone. It omits the energy of sideways motion at the saddle and the lowering of the level by the field. Both corrections raise the threshold. For 45 meV the estimate is already within a factor of 2.5 of 0.1 MV/cm, so the barrier height alone does not settle the comparison. Escape through the thin barrier does. In the isotropic model the state becomes a resonance whose lifetime is about 20 ps already at 0.0136 MV/cm. With a core length chosen to give 45 meV, the lifetime is about 5 ps at 0.041 MV/cm and about 0.1 ps at 0.1 MV/cm. In this model the junction field empties the donor for either binding.

\section{Variation 2: ionization at 300 K and 77 K}

\emph{What fraction of $N_d=10^{16}$ cm$^{-3}$ donors is ionized, for bindings of 25.8 and 45 meV? Assume no acceptors.}

For a dilute gas with chemical potential $\mu_e$, summing Boltzmann factors over six valleys and two spins gives
\begin{equation}
n=N_ce^{\mu_e/k_BT},\qquad N_c=12\left(\frac{m_dk_BT}{2\pi}\right)^{3/2},
\end{equation}
with $m_d=(m_t^2m_l)^{1/3}=0.321$. An empty donor has statistical weight 1. An occupied one has weight $2e^{(\mu_e+E_b)/k_BT}$, where 2 counts the spin of a single combination of valleys. The other five combinations and all excited states are ignored for both bindings. Without coupling between valleys the six combinations would be degenerate, and the factor would be 12 instead of 2. Neutrality requires $n$ ionized donors, so
\begin{equation}
\frac{n}{N_d-n}=\frac12e^{-(\mu_e+E_b)/k_BT}.
\end{equation}
Multiplying by $n$ removes $\mu_e$:
\begin{equation}
\frac{n^2}{N_d-n}=\frac{N_c}{2}e^{-E_b/k_BT}\equiv K .
\end{equation}
The positive root of $n^2+Kn-KN_d=0$ is
\begin{equation}
\frac n{N_d}=\frac{2}{1+\sqrt{1+4N_d/K}} .
\end{equation}

At 300 K, $N_c=2.74\times10^{19}$ cm$^{-3}$ and the ionized fractions are 0.998 and 0.996. The thermal energy, 25.9 meV, is about equal to the smaller binding and well below the larger one. Ionization is nearly complete because the band offers far more states than there are donors. The difference between the two bindings hardly matters.

At 77 K, $k_BT=6.64$ meV and $N_c=3.57\times10^{18}$ cm$^{-3}$. For the one-band binding, $K=3.6\times10^{16}$ cm$^{-3}$ and the fraction is 0.82. For 45 meV, $K=2.0\times10^{15}$ cm$^{-3}$ and the fraction is 0.36. With masses, doping and the factor 2 held fixed, the one-band value overestimates the electron density by a factor of about 2.3 relative to the result for 45 meV. The factor 2 matters at this temperature: with 12, as for uncoupled valleys, the one-band fraction would be 0.53 instead of 0.82. In phosphorus the other five combinations lie roughly 12 to 13 meV above the ground state, about $2k_BT$; counting them lowers the fraction for 45 meV from 0.36 to about 0.28.
